# Spin-orbit matrices of an effective core potential in a real basis, part 1

(Sections cited here and not found follow in the second part.)

**Spin-orbit matrix elements of an effective core potential in a real basis: two derivations**

A one-electron model has a semilocal effective core potential (ECP) at the origin and five real Gaussian basis functions: $p_x,p_y,p_z$ on the ECP centre and one $s$ function on each of two neighbouring sites. The spatial spin-orbit matrix element between two of the $p$ functions has magnitude $\zeta=0.177$ eV; it enters the Hamiltonian multiplied by a spin matrix element of size $\tfrac12$. The lowest level nevertheless moves by only $-0.00087$ eV when the spin-orbit term is switched on, about 200 times less than $\zeta$. The ten levels come out as five pairs whose members agree in every printed digit. The spatial spin-orbit matrices, computed by quadrature with complex spinor harmonics, have a largest real part of $6\times10^{-17}$ eV, which is rounding error. The structure behind these facts is that between real functions the spatial spin-orbit matrices are imaginary and antisymmetric, while the spin-free matrix is real and symmetric. This forces the pairing, and it removes the first-order shift of a spatially nondegenerate level. The factor 200 itself belongs to the example and its five-function basis: it depends on the gaps of several eV to the other levels and on the spin-orbit elements that couple the lowest orbital to them, whose squares sum to $0.0155$ eV$^2$, about a quarter of the $2\zeta^2=0.0625$ eV$^2$ that one $p$ function has within its own shell. The program and its output are printed after the text.

## The operator and the model

The algebra is in atomic units. The orbital angular momentum about the ECP centre is $\mathbf l=-i\boldsymbol\Lambda$ with $\boldsymbol\Lambda=\mathbf r\times\nabla$, the spin is $\mathbf s=\boldsymbol\sigma/2$ with the standard Pauli matrices, and $\mathbf j=\mathbf l+\mathbf s$. A two-component semilocal ECP is

$$V=\sum_{l}\sum_{j=l\pm1/2}V_{lj}(r)\,\mathcal P_{lj},$$

where $\mathcal P_{lj}$ projects on the joint eigenspace of $\mathbf l^2$ and $\mathbf j^2$, and the radial functions $V_{lj}$ are real.

From $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$ follows $2\,\mathbf l\cdot\mathbf s=j(j+1)-l(l+1)-\tfrac34$, which equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Inside the range of the projector $\mathcal P_l$ on angular momentum $l$ the operator $2\,\mathbf l\cdot\mathbf s$ has only these two eigenvalues, so the linear function of it that is 1 on one and 0 on the other is the projector:

$$\mathcal P_{l,l+1/2}=\mathcal P_l\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1},\qquad \mathcal P_{l,l-1/2}=\mathcal P_l\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}.$$

Inserting these and collecting the terms with and without $\mathbf l\cdot\mathbf s$ gives, with $V_\pm=V_{l,l\pm1/2}$,

$$V=\sum_l\bar V_l\,\mathcal P_l+\sum_{l\ge1}U_l\,\mathcal P_l\,(\mathbf l\cdot\mathbf s)\,\mathcal P_l,$$

$$\bar V_l=\frac{(l+1)V_++l\,V_-}{2l+1},\qquad U_l=\frac{2(V_+-V_-)}{2l+1}.$$

The second $\mathcal P_l$ may be written because $\mathbf l$ commutes with $\mathcal P_l$ and $\mathcal P_l^2=\mathcal P_l$. For $l=0$, $\mathbf l\,\mathcal P_0=0$ and no spin-orbit term exists.

Let $\chi_1,\dots,\chi_n$ be real functions on any centres, and order the $2n$ spin functions as all $\chi_\mu\alpha$, then all $\chi_\mu\beta$. With the spin factor written first in Kronecker products, the one-electron matrix is

$$H=1\otimes h+\tfrac12\sum_k\sigma_k\otimes W^k,\qquad W^k_{\mu\nu}=\Big\langle\chi_\mu\Big|\sum_lU_l\mathcal P_l\,l_k\,\mathcal P_l\Big|\chi_\nu\Big\rangle,$$

where $h$ holds the kinetic energy, real local potentials and the $\bar V_l$ terms. Several ECP centres contribute a sum of such terms, each with $\mathbf l$ about its own centre. The symmetry of $W^k$ derived below holds for each term and therefore for the sum; the second-order level shifts, which are quadratic in $W^k$, must be formed from the sum. The claim is that $W^k=-iA^k$ with $A^k$ real and antisymmetric.

The model takes $V_{lj}=c_{lj}e^{-\gamma r^2}$ with $\gamma=1$ Å$^{-2}$ and $c=4.0$ eV for $s_{1/2}$, $1.5$ and $3.0$ eV for $p_{1/2}$ and $p_{3/2}$, $0.5$ and $1.0$ eV for $d_{3/2}$ and $d_{5/2}$. The amplitudes of $U_l=u_le^{-\gamma r^2}$ are $u_1=2(3.0-1.5)/3=1.0$ eV and $u_2=2(1.0-0.5)/5=0.2$ eV, and those of $\bar V_l$ are $4.0$, $(2\cdot3.0+1.5)/3=2.5$ and $(3\cdot1.0+2\cdot0.5)/5=0.8$ eV. The neighbours sit at $\mathbf B=(1.5,0,0)$ Å and $\mathbf C=(-0.6,1.2,1.2)$ Å, so $B=1.5$ Å, $C=1.8$ Å and $\hat{\mathbf B}\cdot\hat{\mathbf C}=-1/3$. Gaussian wells of exponent $0.5$ Å$^{-2}$ and depths $-40$, $-20$, $-20$ eV lie at the origin, $\mathbf B$ and $\mathbf C$. The basis exponents are $\alpha=0.5$ Å$^{-2}$ for $p$ and $\beta=0.5$ Å$^{-2}$ for $s$. The five functions are part of the model and are far from a converged basis for these wells: none is an $s$ function on the ECP centre. Adding one there, with exponent $0.5$ Å$^{-2}$, moves the lowest level from $-17.1$ to $-24.8$ eV and its spin-orbit shift from $-0.00087$ to $-0.00012$ eV; a basis of 46 functions gives $-26.4$ eV and about $-0.0004$ eV. The symmetry results below hold in any real basis, while the energies and shifts hold only in this one.

## First derivation: real harmonics and a partial integration

**A real basis for each $l$.** The operator $\mathbf l^2=-\boldsymbol\Lambda^2$ has real coefficients, so the real and imaginary parts of an eigenfunction are eigenfunctions with the same $l$. They span the eigenspace, and orthonormalizing real functions needs only real coefficients. Hence there is an orthonormal set of real harmonics $Z_{lm}(\hat{\mathbf r})$, $m=1,\dots,2l+1$, and $\mathcal P_l=\sum_m|Z_{lm}\rangle\langle Z_{lm}|$. The radial amplitudes

$$f_{\mu,lm}(r)=\int Z_{lm}(\hat{\mathbf r})\,\chi_\mu(r\hat{\mathbf r})\,d\Omega$$

are real because both factors are.

**The generator.** With $x=r\sin\theta\cos\varphi$ and $y=r\sin\theta\sin\varphi$, the chain rule gives $\partial_\varphi=-y\,\partial_x+x\,\partial_y=\Lambda_z$. For $k=x$ or $y$ the same holds with $\varphi$ measured about that axis, by cyclic relabelling. Define $\Lambda^{k,l}_{mm'}=\int Z_{lm}\Lambda_kZ_{lm'}\,d\Omega$. It is real, being an integral of real functions. Since the harmonics are periodic in $\varphi$,

$$0=\int\partial_\varphi(Z_{lm}Z_{lm'})\,d\Omega=\Lambda^{k,l}_{m'm}+\Lambda^{k,l}_{mm'},$$

so it is antisymmetric.

**The matrix element.** Inserting both projectors, and using that $\Lambda_k$ does not act on $r$,

$$W^k_{\mu\nu}=-iA^k_{\mu\nu},\qquad A^k_{\mu\nu}=\sum_l\int_0^\infty r^2U_l(r)\sum_{mm'}f_{\mu,lm}\,\Lambda^{k,l}_{mm'}\,f_{\nu,lm'}\,dr.$$

The bra amplitude is $f^*_{\mu,lm}=f_{\mu,lm}$, which is where the reality of $\chi_\mu$ enters. Exchanging $\mu\leftrightarrow\nu$ and renaming $m\leftrightarrow m'$ replaces $\Lambda^{k,l}$ by its transpose, so $A^k_{\nu\mu}=-A^k_{\mu\nu}$ and the diagonal is zero. This step used real $\chi$ and antisymmetric $\Lambda$, and nothing about $U_l$. If $U_l$ is real as well, every factor is real, $A^k$ is real and $W^k$ is purely imaginary. Then $W^{k\dagger}=(+i)(A^k)^T=-iA^k=W^k$, so $W^k$ is Hermitian. The same insertion for the scalar term gives $\sum_l\int r^2\bar V_l\sum_mf_{\mu,lm}f_{\nu,lm}\,dr$, which is real and symmetric, like the kinetic and local terms of $h$.

The first derivation has shown that, for real basis functions and real $U_l$, $W^k=-iA^k$ with $A^k$ real and antisymmetric, while $h$ is real and symmetric. It remains to assemble $H$ and evaluate the model's matrix elements, to derive the same structure from time reversal and Hermiticity, and to examine the assumptions, the level shifts and the consequences for real wave functions.
